# The circular trough of a doublet coupled to two degenerate vibrations

**Q.** You say that a point defect with an orbitally degenerate electronic level lowers its energy by distorting, and that it has a full circle of equally good distortions. Before any energy is computed, what is the model?

**A.** The site has a threefold axis and mirror planes containing it, the symmetry C3v. Two real electronic states $|x\rangle$ and $|y\rangle$ are degenerate in the undistorted geometry and transform like the coordinates $x$ and $y$. Two vibrations $Q_x$, $Q_y$ of equal frequency $\omega$ transform in the same way. They share an effective mass $M$ and a force constant $K=M\omega^2>0$. Other electronic states are assumed far enough away to be dropped. Energies are counted from the undistorted doublet:

$$H=\frac{P_x^2+P_y^2}{2M}+\frac K2(Q_x^2+Q_y^2)+W(Q_x,Q_y).$$

Here $W$ is a $2\times2$ matrix in the electronic states, for now linear in the displacements. No electromagnetic quantity appears, so the formulas hold in any consistent system of units.

**Q.** A Hermitian $2\times2$ matrix has four real parameters. With two displacements that makes eight coupling constants. Why should one number be enough?

**A.** Because a symmetry operation applied to both nuclei and electrons must leave the energy unchanged. Write $\sigma_z=|x\rangle\langle x|-|y\rangle\langle y|$ and $\sigma_x=|x\rangle\langle y|+|y\rangle\langle x|$. The other two matrices are the identity and $\sigma_y$. If $R$ is the rotation by $\theta=120^\circ$, the condition is $W(RQ)=R\,W(Q)\,R^T$.

The identity and $\sigma_y$ commute with $R$. Their coefficients would have to be linear functions of $Q$ that do not change under the rotation, and there are none except zero. That removes four constants. For the other matrices, multiplication gives

$$R\sigma_zR^T=\cos2\theta\,\sigma_z+\sin2\theta\,\sigma_x,\qquad R\sigma_xR^T=-\sin2\theta\,\sigma_z+\cos2\theta\,\sigma_x.$$

At $\theta=120^\circ$ we have $\cos2\theta=\cos\theta$ and $\sin2\theta=-\sin\theta$. The pair $(S_x,S_y)=(\sigma_z,-\sigma_x)$ therefore rotates as an ordinary vector does. From two vectors one can form two bilinear rotation invariants, $Q_xS_x+Q_yS_y$ and $Q_xS_y-Q_yS_x$. The mirror $y\to-y$ reverses $Q_y$ and $S_y$. It keeps the first invariant and reverses the second, which is thus forbidden. What survives is $F(Q_x\sigma_z-Q_y\sigma_x)$. Replacing $|y\rangle$ by $-|y\rangle$ is a change of convention that reverses $\sigma_x$, so

$$W=F(Q_x\sigma_z+Q_y\sigma_x).$$

**Q.** Then diagonalize it. I want to see where the angle disappears.

**A.** Set $Q_x=\rho\cos\varphi$ and $Q_y=\rho\sin\varphi$, and square the matrix:

$$W^2=F^2\rho^2\left[\cos^2\varphi\,\sigma_z^2+\sin^2\varphi\,\sigma_x^2+\cos\varphi\sin\varphi(\sigma_z\sigma_x+\sigma_x\sigma_z)\right]=F^2\rho^2.$$

Both squares are the identity, and the bracketed sum of products vanishes because the two matrices anticommute. The trace of $W$ is zero, so its eigenvalues are $+|F|\rho$ and $-|F|\rho$. With the nuclear kinetic energy set aside, the two adiabatic sheets are

$$E_\pm(\rho)=\frac K2\rho^2\pm|F|\rho .$$

The angle has dropped out. For the lower sheet, completing the square gives

$$E_-=\frac K2\left(\rho-\frac{|F|}K\right)^2-\frac{F^2}{2K}.$$

The first term cannot be negative and vanishes at $\rho_0=|F|/K$, for every $\varphi$. The minimum is a circle, and its depth below the undistorted point is

$$E_{JT}=\frac{F^2}{2K}.$$

**Q.** The electrons gain $|F|\rho_0=F^2/K$. Where did half of it go?

**A.** Into the lattice. The elastic cost is $K\rho_0^2/2=F^2/(2K)=E_{JT}$, and the electronic gain is $2E_{JT}$. The net gain is one $E_{JT}$. On the upper sheet both terms are positive, so at the same radius it lies at $E_{JT}+2E_{JT}=3E_{JT}$. The vertical gap between the sheets on the trough is $4E_{JT}$.

**Q.** Put in numbers from a defect that someone might measure.

**A.** Take $\hbar\omega=70$ meV, $M=12$ atomic mass units and $F=1.10$ eV/Å. These are round parameters in the rough regime of the optically excited orbital doublet of the negatively charged nitrogen-vacancy centre in diamond. They are not a first-principles calculation of it. The force constant is $K=M\omega^2=225.4$ N/m, or 14.07 eV/Å$^2$. Then

$$\rho_0=\frac{1.10}{14.07}\ \text{Å}=0.078\ \text{Å},\qquad E_{JT}=\frac{1.10^2}{2\times14.07}\ \text{eV}=43.0\ \text{meV}.$$

The depth corresponds to 347 cm$^{-1}$, and the vertical gap is 172 meV. As a test, the lowest eigenvalue of the electronic matrix plus the elastic energy was minimized numerically along rays ten degrees apart. The depth was again 43.0 meV on every ray.

**Q.** Equal depth on a set of rays is suggestive. Is the bottom really flat along the circle?

**A.** In this linear model, yes. The radial second derivative of $E_-$ is $K$. For a function of $\rho$ alone, the curvature in the tangential direction is $E_-'(\rho)/\rho$, which vanishes at $\rho_0$ because the slope does. Finite differences at $\varphi=0.7$ rad gave 14.07 eV/Å$^2$ and zero to three decimals. A static distortion can be carried around the circle at no cost.

**Q.** Does the electronic state come along unchanged?

**A.** No, it turns at half the rate. For $F>0$ the lower state is $u=(\sin\frac\varphi2,\,-\cos\frac\varphi2)$. Acting on it with $W/(F\rho)$ gives the components

$$\cos\varphi\sin\tfrac\varphi2-\sin\varphi\cos\tfrac\varphi2=-\sin\tfrac\varphi2,\qquad \sin\varphi\sin\tfrac\varphi2+\cos\varphi\cos\tfrac\varphi2=\cos\tfrac\varphi2,$$

which is $-u$, as it should be. When $\varphi$ grows by $2\pi$, $u$ changes sign. The complete wave function must be single valued, so the nuclear factor has to change sign too. This is why half-integer angular momenta will appear. On a loop that leaves the origin outside, $\varphi$ returns to its starting value and there is no sign change. Products of overlaps between neighbouring numerical states gave $-1$ for the trough and $+1$ for a loop of the same radius centred at distance $2\rho_0$.

**Q.** Do two degenerate vibrations coupled to an electronic doublet always make a circle?

**A.** No. Degeneracy of the vibrations is insufficient. Keep $K$ the same for both and let the strengths differ: $W=F_1Q_x\sigma_z+F_2Q_y\sigma_x$. The matrices still anticommute, so

$$W^2=\rho^2(F_1^2\cos^2\varphi+F_2^2\sin^2\varphi).$$

For fixed $\varphi$ this is the earlier radial problem with $F^2$ replaced by the bracket. The radial minimum is

$$E_{\min}(\varphi)=-\frac{F_1^2\cos^2\varphi+F_2^2\sin^2\varphi}{2K}.$$

If $|F_1|>|F_2|$, there are two minima on the $Q_x$ axis. With 1.10 and 0.88 eV/Å the barrier is $(1.10^2-0.88^2)/(2\times14.07)$ eV, or 15.5 meV.

Anticommutation matters as well. If both vibrations multiplied $\sigma_z$ with strength $F$, the states would not mix. Each would have its own paraboloid, displaced along $Q_x+Q_y$ in opposite senses, with depth $(F^2+F^2)/(2K)=F^2/K$. The threefold symmetry supplies both properties the circle needs: equal strengths and anticommuting matrices.

**Q.** A solid has many vibrations of this type. Is one pair a fiction?

**A.** It is an effective description, but the static depth generalizes. Give pair $i$ a displacement vector $\mathbf Q_i$ and constants $F_i$, $K_i$. Fix a normalized electronic state and let $\mathbf n=(\langle\sigma_z\rangle,\langle\sigma_x\rangle)$, with $|\mathbf n|\le1$. Its energy is

$$\sum_i\left[\frac{K_i}2\mathbf Q_i^2+F_i\mathbf Q_i\cdot\mathbf n\right]=\sum_i\frac{K_i}2\left(\mathbf Q_i+\frac{F_i\mathbf n}{K_i}\right)^2-|\mathbf n|^2\sum_i\frac{F_i^2}{2K_i}.$$

The lower sheet is the minimum over electronic states, and two minimizations may be done in either order. Minimizing over displacements first removes the squares. The best state then has $|\mathbf n|=1$, and the depth is $\sum_iF_i^2/(2K_i)$. The direction of $\mathbf n$ remains free, so a circle survives in the larger space.

For illustration, add a pair with $F=0.60$ eV/Å and $K=8.00$ eV/Å$^2$. It contributes $0.36/16$ eV $=22.5$ meV, for a total of 65.5 meV. A direct minimization over all four displacements gave the same value.

**Q.** So the ground level of our one-pair defect drops by 43 meV?

**A.** No. $E_{JT}$ is the depth of a potential sheet. The level includes zero-point motion, and the kinetic energy must be restored. Let $\ell=\sqrt{\hbar/(M\omega)}$ and $\mathbf q=\mathbf Q/\ell$, with $\mathbf p$ the momentum conjugate to $\mathbf q$ in units of $\hbar$. Then

$$\frac H{\hbar\omega}=\frac{\mathbf p^2+\mathbf q^2}2+k(q_x\sigma_z+q_y\sigma_x),\qquad k=\frac{F\ell}{\hbar\omega}.$$

Since $K\ell^2=\hbar\omega$, we get $k^2=F^2/(K\hbar\omega)=2\varepsilon$, with $\varepsilon=E_{JT}/\hbar\omega$. The spectrum in units of $\hbar\omega$ depends on $\varepsilon$ alone. Here $\varepsilon=0.61$.

**Q.** Is there a limit in which I can find the level by hand?

**A.** Weak coupling. The uncoupled ground level is $\hbar\omega$, half a quantum from each vibration. The linear coupling connects it to states one quantum higher, and $\langle0|Q_x|1\rangle^2=\ell^2/2$. Because $\sigma_z^2=\sigma_x^2=1$, second-order perturbation theory gives each vibration the same shift:

$$-\frac{F^2\ell^2/2}{\hbar\omega}=-\frac{F^2}{2K}=-E_{JT}.$$

There are two vibrations, so the level falls by $2E_{JT}$, twice the trough depth. At $\varepsilon=0.001$ numerical diagonalization gave a lowering of $1.998\,E_{JT}$.

**Q.** And for arbitrary coupling?

**A.** Use a conserved angular momentum. Let $|\!\uparrow\rangle$ and $|\!\downarrow\rangle$ be the states with $\sigma_y=\pm1$, phased so that $\sigma_z|\!\uparrow\rangle=|\!\downarrow\rangle$. From $\sigma_z\sigma_x=i\sigma_y$ follows $\sigma_x|\!\uparrow\rangle=i|\!\downarrow\rangle$. Hence

$$q_x\sigma_z+q_y\sigma_x=(q_x+iq_y)|\!\downarrow\rangle\langle\uparrow\!|+(q_x-iq_y)|\!\uparrow\rangle\langle\downarrow\!|.$$

The first term raises the vibrational angular momentum $L$ by $\hbar$ and lowers $\sigma_y/2$ by one. The second does the reverse. So $j=L/\hbar+\sigma_y/2$ is conserved and half-integer.

With circular quanta $a_\pm=(a_x\mp ia_y)/\sqrt2$ one has $L/\hbar=n_+-n_-$ and $q_x+iq_y=a_+^\dagger+a_-$. For $j=m+\frac12$, $m\ge0$, the connected states are $|m+r,r;\uparrow\rangle$ and $|m+r+1,r;\downarrow\rangle$, with $r=0,1,2,\dots$ They form a chain because

$$(a_+^\dagger+a_-)|m+r,r\rangle=\sqrt{m+r+1}\,|m+r+1,r\rangle+\sqrt r\,|m+r,r-1\rangle .$$

The diagonal energies along it are $m+1,m+2,m+3,\dots$ in units of $\hbar\omega$. The links are $k\sqrt{m+1},k\sqrt1,k\sqrt{m+2},k\sqrt2,\dots$ The mirror makes $+j$ and $-j$ degenerate.

For the example the lowest $j=\pm\frac12$ level lies at 6.1 meV, against 70 meV without coupling. The lowering is 63.9 meV, about $1.5\,E_{JT}$. Diagonalization in an ordinary two-dimensional oscillator basis reproduced the lowest $j=\pm\frac12$ and $\pm\frac32$ levels of the chains.

**Q.** The ground level is above the energy of the undistorted point! In what sense does the defect live in the trough?

**A.** In a limited sense. The rms zero-point width of one uncoupled vibration is $\ell/\sqrt2=0.050$ Å, not much smaller than the radius of 0.078 Å. A picture of slow motion around a narrow ring needs $\varepsilon\gg1$.

In that limit, replace $L/\hbar$ by $j-\sigma_y/2$, so that $L^2/\hbar^2=j^2+\frac14-j\sigma_y$. The lower electronic state has $\langle\sigma_y\rangle=0$, since its components are real. The term $-j\sigma_y$ also mixes the two sheets, but for $\varepsilon\gg1$ and small $j$ this is weak compared with their gap $4E_{JT}$ and is neglected. Writing the radial function as $\chi/\sqrt\rho$ turns the radial kinetic energy into $-\frac{\hbar^2}{2M}\left(\chi''+\frac{\chi}{4\rho^2}\right)$. The two quarters cancel and leave $\hbar^2j^2/(2M\rho^2)$. At $\rho_0^2=2E_{JT}/K$ this is $j^2(\hbar\omega)^2/(4E_{JT})$, so

$$E_j\simeq-E_{JT}+\frac{\hbar\omega}2+\frac{j^2(\hbar\omega)^2}{4E_{JT}}.$$

One half quantum remains because one vibration stays radial while the other has become rotation.

**Q.** How good is that formula?

**A.** At $\varepsilon=50$ the gap between $j=\frac12$ and $\frac32$ should be $(\frac94-\frac14)/(4\varepsilon)=0.01000$ quanta. The computed value is 0.01015, larger by 1.5 per cent. Radial fluctuations account for this. They multiply $\langle\rho^{-2}\rangle$ by about $1+3\langle\delta\rho^2\rangle/\rho_0^2$, and with $\langle\delta\rho^2\rangle=\ell^2/2$ and $\rho_0^2=2\varepsilon\ell^2$ the correction is $3/(4\varepsilon)=0.015$.

For our defect the formula is crude. It puts the ground level at $-43.0+35.0+7.1=-0.9$ meV instead of 6.1 meV. It puts the $j=\frac32$ gap at $70^2/(2\times43.0)=57$ meV, while the computed gap is 39.7 meV. The trough depth is well defined here, but the spectrum is not yet that of a rotor.

**Q.** A crystal is not isotropic. Surely something distinguishes directions on your circle.

**A.** Terms of higher order do. A cubic term in the elastic energy is one possibility. Here we keep the elastic energy harmonic and add a coupling quadratic in the displacements. The pair $(Q_x^2-Q_y^2,\,-2Q_xQ_y)=\rho^2(\cos2\varphi,-\sin2\varphi)$ transforms like $(Q_x,Q_y)$ under the threefold rotation and the mirror. Symmetry therefore permits

$$W_2=G\left[(Q_x^2-Q_y^2)\sigma_z-2Q_xQ_y\sigma_x\right].$$

Adding the coefficients of $\sigma_z$ and $\sigma_x$ as vectors gives

$$E_-=\frac K2\rho^2-\rho\sqrt{F^2+G^2\rho^2+2FG\rho\cos3\varphi}.$$

Take $F>0$ and $0<G<K/2$. At fixed radius the energy is lowest for $\cos3\varphi=1$, where the root is $F+G\rho$ and the sheet is $(K/2-G)\rho^2-F\rho$. It is highest for $\cos3\varphi=-1$, where, for $\rho<F/G$, the sheet is $(K/2+G)\rho^2-F\rho$. Minimizing each over $\rho$ gives three wells and three saddles:

$$E_w=-\frac{F^2}{2(K-2G)},\qquad E_s=-\frac{F^2}{2(K+2G)}.$$

With $G=0.70$ eV/Å$^2$, about 5 per cent of $K$, they lie at $-47.8$ and $-39.1$ meV. The barrier, from the unrounded energies, is 8.65 meV.

**Q.** If I relax the defect in a total-energy calculation, which depth do I get?

**A.** Within this model, a relaxation from a general distorted start ends in a well, with depth 47.8 meV, not $F^2/(2K)$. One that starts on a mirror line and keeps that symmetry can stop at a saddle instead, with depth 39.1 meV. The two stationary energies together recover the linear value, because

$$\frac1{|E_w|}+\frac1{|E_s|}=\frac{2(K-2G)+2(K+2G)}{F^2}=\frac{4K}{F^2}=\frac2{E_{JT}}.$$

Numerically, $2\times47.8\times39.1/(47.8+39.1)=43.0$ meV. This recipe assumes one vibration pair and no terms beyond those written.

**Q.** Does a barrier of 8.65 meV freeze the distortion?

**A.** Not for these parameters. $W_2$ changes $j$ by 3: two units from the vibrations and one from the electronic part. It connects $j=\frac32$ with $-\frac32$ and splits that pair. The states $\pm\frac12$ differ by 1, so they remain a degenerate doublet. The computed ground doublet moves only from 6.1 to 5.4 meV. The next levels lie 32.6 and 46.8 meV above it, on either side of the former 39.7 meV. With three deep, isolated wells, a third level would lie close to the ground doublet, separated by a small tunnelling energy. A first gap of 32.6 meV is far from that.

**Q.** Spin-orbit coupling and strain also split a doublet. Can they abolish the trough?

**A.** They can if they are large. For a fixed spin projection, spin-orbit coupling adds $\lambda\sigma_y/2$. This anticommutes with $W$, so the root becomes $s=\sqrt{F^2\rho^2+\lambda^2/4}$. Eliminating $\rho$ gives

$$E_-=\frac{Ks^2}{2F^2}-\frac{K\lambda^2}{8F^2}-s .$$

The minimum is at $s=F^2/K=2E_{JT}$, provided $\lambda<4E_{JT}$, and its energy is $-E_{JT}-\lambda^2/(16E_{JT})$. The undistorted state now lies at $-\lambda/2$, so the depth becomes

$$E_{JT}-\frac\lambda2+\frac{\lambda^2}{16E_{JT}}=E_{JT}\left(1-\frac{\lambda}{4E_{JT}}\right)^2.$$

The circle survives but is shallower. For $\lambda=0.02$ meV the loss is 0.01 meV.

Strain $\Delta\sigma_z/2$ does select a direction. With $F>0$ and $\Delta$ well below $4E_{JT}$, the radial minima at $\varphi=0$ and $\pi$ are $-E_{JT}-\Delta/2$ and $-E_{JT}+\Delta/2$. The barrier around the ring is $\Delta$, or 0.1 meV for a strain splitting of that size.

**Q.** What should I believe about the actual nitrogen-vacancy centre?

**A.** The chosen quantum, a trough of some tens of meV and a warping barrier near ten meV are rough typical magnitudes for its excited doublet. The spin-orbit value gives only the order of magnitude of the observed splitting. Vibronic motion reduces that splitting, so the bare $\lambda$ of the model should be larger than the measured one. Even with $\lambda=0.2$ meV, ten times the chosen value, the trough would lose only 0.1 meV of its depth. Strain varies strongly between samples. The real centre breaks the assumption of purely linear coupling. In the example, warping deepens the minimum from 43.0 to 47.8 meV, or 11 per cent, and shifts the first gap from 39.7 to 32.6 meV. The centre also has many phonons and other electronic states, whose effect on its levels is not estimated here.

Temperature affects what is populated. The thermal energy is 0.34 meV at 4 K, far below the first vibronic gap but above the chosen strain barrier. At 300 K it is 25.9 meV, comparable with the gap, so a thermal population would include excited vibronic levels. The numerical output below gives the values with further digits.

## Values computed for the example and the checks

```
vibrational quantum: 70.0 meV
mode mass: 12.0 u
linear coupling F: 1.10 eV/A
force constant K: 14.066 eV/A^2
force constant K, converted: 225.4 N/m
trough radius F/K: 0.0782 A
trough depth F^2/(2K): 43.01 meV
trough depth, converted: 346.9 cm^-1
depth found by minimization: 43.01 meV
radial curvature found: 14.066 eV/A^2
tangential curvature found: 0.000 eV/A^2
upper sheet on trough: 129.03 meV
vertical gap on trough: 172.04 meV
state sign, loop around origin: -1
state sign, loop beside origin: 1
weaker coupling in unequal case: 0.88 eV/A
barrier in unequal case: 15.48 meV
second pair: coupling: 0.60 eV/A
second pair: force constant: 8.00 eV/A^2
depth with both pairs: 65.51 meV
E_JT / vibrational quantum: 0.614
rms zero-point width, one axis: 0.0499 A
uncoupled ground level: 70.00 meV
vibronic ground level: 6.14 meV
lowering of ground level: 63.86 meV
strong-coupling estimate: -0.89 meV
gap to j=3/2, linear model: 39.71 meV
weak test: E_JT / quantum: 0.0010
weak test: lowering / E_JT: 1.9980
strong test: E_JT / quantum: 50.0
strong test: j gap / quantum: 0.01015
strong test: rotor formula: 0.01000
quadratic coupling G: 0.70 eV/A^2
G/K: 0.0498
warped minimum: -47.76 meV
warped saddle: -39.12 meV
warping barrier: 8.65 meV
warped ground level: 5.40 meV
warped first gap: 32.63 meV
warped second gap: 46.80 meV
spin-orbit splitting: 0.020 meV
depth loss by spin-orbit: 0.0100 meV
strain splitting: 0.100 meV
strain barrier on ring: 0.100 meV
thermal energy at 4 K: 0.345 meV
thermal energy at 300 K: 25.85 meV
```
